**Flat and droplet growth: finite-size laws and Tracy–Widom limits**

The program tests the law of $L_N$, the point-to-line passage time of flat growth, and $D_N$, the corner-to-corner time of an $N\times N$ droplet, with exponential waits of mean $\tau$. At unit rate $P(L_N\le t)=\det(1-H_t)$ and $P(D_N\le 2t)=\det(1-H_t^2)$, where $H_t(x,y)=h_N(2t+x+y)$ and $h_N$ is a Laguerre function. It asserts that the finite formulas agree with matrix exponentials of the growth Markov chain, including cases with unequal rates, and that the ordered eigenvalue integral agrees for $N=3$. It also asserts agreement of the limits $F_1$ and $F_2$ with their Painlevé II forms, and a decreasing difference between finite Gaussian orthogonal matrices and $F_1$. The errors of the growth laws fall by factors of 0.386 (flat) and 0.385 (droplet) from $N=40$ to $N=160$, close to $4^{-2/3}=0.397$. For layer 40 the flat mean is $74.95\,\tau$ with standard deviation $5.27\,\tau$; for a square of side 20 the values are $68.36\,\tau$ and $5.68\,\tau$. Simulated growth and random real matrices agree with these moments within the asserted sampling tolerances.

## Verification by program

```python
# RESULT UNDER TEST
# Flat growth: L_N is the point-to-line last-passage time through a triangle
# of side N with exponential waits of unit rate.  Droplet growth: D_N is the
# corner-to-corner last-passage time of an N x N square.  With
#   H_t(x,y) = h_N(2t+x+y),  h_N(u) = (-1)^(N-1) exp(-u/2) L^(1)_{N-1}(u),
#   P(L_N <= t) = det(1-H_t),   P(D_N <= 2t) = det(1-H_t) det(1+H_t),
# and for t = 2N + (2N)^(1/3) s these tend to the orthogonal and unitary
# Tracy-Widom laws F1(s) = det(1-B), F2(s) = det(1-B^2), B = Ai(s+x+y).
# Unequal rates: cell (i,j) has rate a_i+a_j (flat) or a_j+c_m (droplet).
# Time unit: tau, the mean waiting time of one cell.
import math
import numpy as np
from scipy.linalg import expm
from scipy.special import airy, eval_genlaguerre
from scipy.integrate import solve_ivp, quad

rng = np.random.default_rng(12345)


# ---------- growth as a Markov chain on sets of filled cells ----------
def build_chain(parents, rates):
    cells = list(parents)
    states, todo = {frozenset(): 0}, [frozenset()]
    moves = []
    while todo:
        filled = todo.pop()
        for cell in cells:
            if cell in filled or any(q not in filled for q in parents[cell]):
                continue
            new = filled | {cell}
            if new not in states:
                states[new] = len(states)
                todo.append(new)
            moves.append((states[filled], states[new], rates[cell]))
    generator = np.zeros((len(states), len(states)))
    for old, new, rate in moves:
        generator[new, old] += rate
        generator[old, old] -= rate
    return states, generator


def chain_probability(chain, demands):
    """Probability that each listed cell is filled by its listed time."""
    states, generator = chain
    prob = np.zeros(len(states))
    prob[0] = 1.0
    now = 0.0
    for cell, time in demands:
        prob = expm(generator * (time - now)) @ prob
        now = time
        for filled, index in states.items():
            if cell not in filled:
                prob[index] = 0.0
    return prob.sum()


def triangle_chain(a):
    n = len(a)
    cells = [(i, j) for i in range(n) for j in range(i, n)]
    parents = {(i, j): ([(i + 1, j), (i, j - 1)] if i < j else [])
               for i, j in cells}
    return build_chain(parents, {(i, j): a[i] + a[j] for i, j in cells})


def square_chain(a, c):
    n = len(a)
    cells = [(j, m) for j in range(n) for m in range(n)]
    parents = {(j, m): [q for q in ((j - 1, m), (j, m - 1)) if min(q) >= 0]
               for j, m in cells}
    return build_chain(parents, {(j, m): a[j] + c[m] for j, m in cells})


# ---------- derived finite formulas for unequal rates ----------
def flat_joint_cdf(a, times):
    n = len(a)
    matrix = np.zeros((n, n))
    for i in range(n):
        for j in range(n):
            grow = np.prod([a[i] - a[l] for l in range(j)])
            decay = np.prod([-a[i] - a[l] for l in range(j)])
            matrix[i, j] = math.exp(-a[j] * times[j]) * (
                grow * math.exp(a[i] * times[j])
                - decay * math.exp(-a[i] * times[j]))
    vander = np.prod([a[j] - a[i] for i in range(n) for j in range(i + 1, n)])
    return np.linalg.det(matrix) / vander


def pole_weights(a, c):
    return np.array([np.prod(a[i] + c) / np.prod(np.delete(a, i) - a[i])
                     for i in range(len(a))])


def flat_cauchy_cdf(a, t):
    weight = pole_weights(a, a) * np.exp(-2 * a * t)
    return np.linalg.det(np.eye(len(a))
                         - weight[:, None] / (a[:, None] + a[None, :]))


def droplet_cauchy_cdf(a, c, t):
    cauchy = 1 / (a[:, None] + c[None, :])
    left = (pole_weights(a, c) * np.exp(-a * t))[:, None] * cauchy
    right = (pole_weights(c, a) * np.exp(-c * t))[:, None] * cauchy.T
    return np.linalg.det(np.eye(len(a)) - left @ right)


a4 = np.array([0.35, 0.9, 0.55, 0.7])
chain4 = triangle_chain(a4)
times4 = [0.8, 1.7, 2.9, 4.1]
joint_chain = chain_probability(chain4, [((0, j), times4[j]) for j in range(4)])
joint_formula = flat_joint_cdf(a4, times4)
assert abs(joint_chain - joint_formula) < 1e-9
single_chain = chain_probability(chain4, [((0, 3), 4.1)])
assert abs(single_chain - flat_joint_cdf(a4, [4.1] * 4)) < 1e-9
assert abs(single_chain - flat_cauchy_cdf(a4, 4.1)) < 1e-9

a3, c3 = np.array([0.4, 0.7, 1.1]), np.array([0.3, 0.85, 0.6])
drop_chain = chain_probability(square_chain(a3, c3), [((2, 2), 6.0)])
drop_formula = droplet_cauchy_cdf(a3, c3, 6.0)
assert abs(drop_chain - drop_formula) < 1e-9


# ---------- ordered eigenvalue integral for N = 3 by quadrature ----------
def ordered_integral(integrand, t):
    node, wt = np.polynomial.legendre.leggauss(24)
    node, wt = (node + 1) / 2, wt / 2
    u3, u2, u1 = np.meshgrid(node, node, node, indexing="ij")
    w3, w2, w1 = np.meshgrid(wt, wt, wt, indexing="ij")
    x3 = t * u3
    x2 = x3 * u2
    x1 = x2 * u1
    return np.sum(w1 * w2 * w3 * t * x3 * x2 * integrand(x1, x2, x3))


def exponential_det(x1, x2, x3):
    x = np.stack([x1, x2, x3], axis=-1)
    p = 2 * a3
    return np.linalg.det(np.exp(-p[:, None] * x[..., None, :]))


t3 = 4.0
p3 = 2 * a3
pairs = [(0, 1), (0, 2), (1, 2)]
prefactor = np.prod([(p3[i] - p3[j]) / (p3[i] + p3[j]) for i, j in pairs])
prefactor /= np.prod(p3)
unequal_chain = chain_probability(triangle_chain(a3), [((0, 2), t3)])
assert abs(ordered_integral(exponential_det, t3) / prefactor
           - unequal_chain) < 1e-8
loe_norm = 2**3 / (math.factorial(1) * math.factorial(2))
loe_cdf = loe_norm * ordered_integral(
    lambda x, y, z: (y - x) * (z - x) * (z - y) * np.exp(-x - y - z), t3)
equal_chain = chain_probability(triangle_chain(np.full(3, 0.5)), [((0, 2), t3)])
assert abs(loe_cdf - equal_chain) < 1e-8


# ---------- Fredholm determinants by Gauss-Legendre quadrature ----------
gl_x, gl_w = np.polynomial.legendre.leggauss(64)
cut = 20.0
X, W = cut * (gl_x + 1) / 2, cut * gl_w / 2
root_w = np.sqrt(np.outer(W, W))
X_sum = X[:, None] + X[None, :]


def two_dets(kernel):
    matrix = root_w * kernel
    one = np.eye(len(X))
    return np.linalg.det(one - matrix), np.linalg.det(one + matrix)


def h_function(n, u):
    return (-1) ** (n - 1) * np.exp(-u / 2) * eval_genlaguerre(n - 1, 1.0, u)


def finite_laws(n, s):
    """(P(L_n <= t), P(D_n <= 2t)) at t = 2n + (2n)^(1/3) s."""
    scale = 2 * (2 * n) ** (1 / 3)
    minus, plus = two_dets(scale * h_function(n, 4 * n + scale * (s + X_sum)))
    return minus, minus * plus


def limit_laws(s):
    minus, plus = two_dets(airy(s + X_sum)[0])
    return minus, minus * plus


def s_of_t(n, t):
    return (t - 2 * n) / (2 * n) ** (1 / 3)


flat5_chain = chain_probability(triangle_chain(np.full(5, 0.5)), [((0, 4), 8.0)])
flat5_det = finite_laws(5, s_of_t(5, 8.0))[0]
assert abs(flat5_chain - flat5_det) < 1e-8
half4 = np.full(4, 0.5)
drop4_chain = chain_probability(square_chain(half4, half4), [((3, 3), 12.0)])
drop4_det = finite_laws(4, s_of_t(4, 6.0))[1]
assert abs(drop4_chain - drop4_det) < 1e-8
t2 = 1.5
closed2 = 1 - 2 * t2 * math.exp(-t2) - math.exp(-2 * t2)
assert abs(closed2 - finite_laws(2, s_of_t(2, t2))[0]) < 1e-8

# residue form of h_N, evaluated on the unit circle about v = 1
theta = 2 * np.pi * np.arange(400) / 400
v = 1 + np.exp(1j * theta)
for n, u in ((12, 30.0), (7, 35.0)):
    residue = np.mean(((1 + v) / (1 - v)) ** n * np.exp(-v * u / 2 + 1j * theta))
    assert abs(-0.5 * residue - h_function(n, u)) < 1e-10

# ---------- Painleve II forms of F1 and F2 ----------
s_start = 8.0
ai, aip = airy(s_start)[:2]
tail = quad(lambda x: airy(x)[0], s_start, 20, epsabs=1e-18)[0]


def painleve(s, y):
    q, dq, int_q, int_q2, double_q2 = y
    return [dq, s * q + 2 * q**3, -q, -q * q, -int_q2]


s_check = np.array([1.0, 0.0, -1.0, -2.0, -3.0, -4.0])
sol = solve_ivp(painleve, (s_start, -4.0),
                [ai, aip, tail, aip**2 - s_start * ai**2, 0.0],
                method="DOP853", rtol=1e-12, atol=1e-17, t_eval=s_check)
limit_check = np.array([limit_laws(s) for s in s_check])
pain_f1 = np.exp(-0.5 * (sol.y[2] + sol.y[4]))
pain_f2 = np.exp(-sol.y[4])
pain_error = max(np.max(abs(pain_f1 - limit_check[:, 0])),
                 np.max(abs(pain_f2 - limit_check[:, 1])))
assert pain_error < 1e-7


# ---------- Gaussian orthogonal ensemble, finite size, by Pfaffians ----------
points = 450
leg_x, leg_w = np.polynomial.legendre.leggauss(points)
P = np.polynomial.legendre.legvander(leg_x, points)
P_lower = np.hstack([-np.ones((points, 1)), P[:, :points - 1]])
cumulate = 0.5 * (P[:, 1:] - P_lower) @ (P[:, :points].T * leg_w)


def goe_log_det(n, top):
    bottom = -math.sqrt(2 * n) - 6
    half = (top - bottom) / 2
    x = bottom + half * (leg_x + 1)
    f = np.zeros((points, n))
    f[:, 0] = np.pi**-0.25 * np.exp(-x * x / 2)
    f[:, 1] = math.sqrt(2) * x * f[:, 0]
    for k in range(1, n - 1):
        f[:, k + 1] = (math.sqrt(2 / (k + 1)) * x * f[:, k]
                       - math.sqrt(k / (k + 1)) * f[:, k - 1])
    inner = half**2 * (f.T * leg_w) @ (cumulate @ f)
    return np.linalg.slogdet(inner - inner.T)[1]


def goe_error(n):
    edge, width = math.sqrt(2 * n), n ** (-1 / 6) / math.sqrt(2)
    full = goe_log_det(n, edge + 6)
    errors = []
    for s, (f1, _) in zip(s_check, limit_check):
        cdf = math.exp(0.5 * (goe_log_det(n, edge + width * s) - full))
        errors.append(abs(cdf - f1))
    return max(errors)


goe_16, goe_128 = goe_error(16), goe_error(128)
assert goe_128 < 0.7 * goe_16 and goe_128 < 0.05

# ---------- convergence of the growth laws, expected as N^(-2/3) ----------
s_grid = np.linspace(-5, 3, 33)
limit_grid = np.array([limit_laws(s) for s in s_grid])
sizes = (10, 40, 160)
errors = {n: np.max(abs(np.array([finite_laws(n, s) for s in s_grid])
                        - limit_grid), axis=0) for n in sizes}
expected_ratio = 4 ** (-2 / 3)
ratios = errors[160] / errors[40]
assert np.all(abs(ratios - expected_ratio) < 0.05)

# ---------- moments from the distribution functions ----------
low, high = -9.0, 13.0
mom_x, mom_w = np.polynomial.legendre.leggauss(90)
mom_s = low + (high - low) * (mom_x + 1) / 2
mom_w = mom_w * (high - low) / 2


def moments(cdf):
    m1 = high - np.sum(mom_w * cdf)
    m2 = high**2 - 2 * np.sum(mom_w * mom_s * cdf)
    m3 = high**3 - 3 * np.sum(mom_w * mom_s**2 * cdf)
    var = m2 - m1**2
    return m1, var, (m3 - 3 * m1 * m2 + 2 * m1**3) / var**1.5


limit_values = np.array([limit_laws(s) for s in mom_s])
f1_mom, f2_mom = moments(limit_values[:, 0]), moments(limit_values[:, 1])

layer, side = 40, 20
flat_scale = (2 * layer) ** (1 / 3)
drop_scale = 2 * (2 * side) ** (1 / 3)
flat_mom = moments(np.array([finite_laws(layer, s)[0] for s in mom_s]))
drop_mom = moments(np.array([finite_laws(side, s)[1] for s in mom_s]))
flat_mean = 2 * layer + flat_scale * flat_mom[0]
flat_sd = flat_scale * math.sqrt(flat_mom[1])
drop_mean = 4 * side + drop_scale * drop_mom[0]
drop_sd = drop_scale * math.sqrt(drop_mom[1])


def sample_check(sample, mean, sd):
    size = len(sample)
    assert abs(sample.mean() - mean) < 5 * sd / math.sqrt(size)
    # the factor 0.8 allows for a kurtosis slightly above the Gaussian one
    assert abs(sample.std() - sd) < 5 * 0.8 * sd / math.sqrt(size)


# simulated flat growth, layer by layer
runs = 30000
front = rng.exponential(size=(runs, layer))
while front.shape[1] > 1:
    front = np.maximum(front[:, 1:], front[:, :-1])
    front += rng.exponential(size=front.shape)
flat_sample = front[:, 0]
sample_check(flat_sample, flat_mean, flat_sd)
sim_skew = np.mean((flat_sample - flat_sample.mean())**3) / flat_sample.std()**3
assert abs(sim_skew - flat_mom[2]) < 0.09

# simulated droplet growth, row by row
row = np.zeros((runs, side))
for _ in range(side):
    row[:, 0] += rng.exponential(size=runs)
    for k in range(1, side):
        row[:, k] = (np.maximum(row[:, k], row[:, k - 1])
                     + rng.exponential(size=runs))
drop_sample = row[:, -1]
sample_check(drop_sample, drop_mean, drop_sd)

# half the top eigenvalue of X X^T, X real Gaussian, layer x (layer+1)
draws = 4000
gauss = rng.standard_normal((draws, layer, layer + 1))
wishart = gauss @ gauss.transpose(0, 2, 1)
eig_sample = np.linalg.eigvalsh(wishart)[:, -1] / 2
sample_check(eig_sample, flat_mean, flat_sd)

t_example = 80.0
flat_done = finite_laws(layer, s_of_t(layer, t_example))[0]
drop_done = finite_laws(side, s_of_t(side, t_example / 2))[1]
f1_zero, f2_zero = limit_laws(0.0)

# ---------- printed numbers ----------
print(f"Joint law, 4 unequal rates: chain {joint_chain:.8f}, "
      f"determinant {joint_formula:.8f}")
print(f"Droplet, 3x3 unequal rates: chain {drop_chain:.8f}, "
      f"determinant {drop_formula:.8f}")
print(f"P(L_3<=4 tau): chain {equal_chain:.8f}, eigenvalue integral {loe_cdf:.8f}")
print(f"P(L_2<=1.5 tau), closed form: {closed2:.6f}")
print(f"P(L_5<=8 tau): chain {flat5_chain:.8f}, Fredholm {flat5_det:.8f}")
print(f"P(D_4<=12 tau): chain {drop4_chain:.8f}, Fredholm {drop4_det:.8f}")
print(f"Largest difference from Painleve forms: {pain_error:.1e}")
print(f"Gaussian orthogonal ensemble minus F1, largest: "
      f"size 16 {goe_16:.4f}, size 128 {goe_128:.4f}")
for n in sizes:
    print(f"N={n}: largest |finite-limit|, flat {errors[n][0]:.5f}, "
          f"droplet {errors[n][1]:.5f}")
print(f"Error ratio N=160 to N=40: flat {ratios[0]:.3f}, "
      f"droplet {ratios[1]:.3f}, 4^(-2/3) = {expected_ratio:.3f}")
for name, m in (("F1", f1_mom), ("F2", f2_mom)):
    print(f"{name}: mean {m[0]:.4f}, variance {m[1]:.4f}, skewness {m[2]:.4f}")
print(f"F1(0) = {f1_zero:.5f}, F2(0) = {f2_zero:.5f}")
print(f"Example: flat layer {layer}, droplet square side {side}")
print(f"Leading time: flat {2*layer} tau, droplet {4*side} tau")
print(f"Fluctuation scale: flat {flat_scale:.4f} tau, droplet {drop_scale:.4f} tau")
print(f"Flat exact: mean {flat_mean:.3f} tau, s.d. {flat_sd:.3f} tau, "
      f"skewness {flat_mom[2]:.4f}")
print(f"Flat from F1: mean {2*layer + flat_scale*f1_mom[0]:.3f} tau, "
      f"s.d. {flat_scale*math.sqrt(f1_mom[1]):.3f} tau")
print(f"Droplet exact: mean {drop_mean:.3f} tau, s.d. {drop_sd:.3f} tau, "
      f"skewness {drop_mom[2]:.4f}")
print(f"Droplet from F2: mean {4*side + drop_scale*f2_mom[0]:.3f} tau, "
      f"s.d. {drop_scale*math.sqrt(f2_mom[1]):.3f} tau")
print(f"Simulated flat growth ({runs} runs): mean {flat_sample.mean():.3f} tau, "
      f"s.d. {flat_sample.std():.3f} tau, skewness {sim_skew:.3f}")
print(f"Simulated droplet ({runs} runs): mean {drop_sample.mean():.3f} tau, "
      f"s.d. {drop_sample.std():.3f} tau")
print(f"Half top eigenvalue ({draws} matrices): mean {eig_sample.mean():.3f}, "
      f"s.d. {eig_sample.std():.3f}")
print(f"Completed by {t_example:.0f} tau: flat {flat_done:.4f}, "
      f"droplet {drop_done:.4f} (probabilities)")
print("every check passed")
```

It prints:

```
Joint law, 4 unequal rates: chain 0.11868213, determinant 0.11868213
Droplet, 3x3 unequal rates: chain 0.64570660, determinant 0.64570660
P(L_3<=4 tau): chain 0.52836120, eigenvalue integral 0.52836120
P(L_2<=1.5 tau), closed form: 0.280822
P(L_5<=8 tau): chain 0.59949238, Fredholm 0.59949238
P(D_4<=12 tau): chain 0.80369560, Fredholm 0.80369560
Largest difference from Painleve forms: 3.1e-11
Gaussian orthogonal ensemble minus F1, largest: size 16 0.0667, size 128 0.0310
N=10: largest |finite-limit|, flat 0.04979, droplet 0.07502
N=40: largest |finite-limit|, flat 0.01839, droplet 0.02764
N=160: largest |finite-limit|, flat 0.00709, droplet 0.01064
Error ratio N=160 to N=40: flat 0.386, droplet 0.385, 4^(-2/3) = 0.397
F1: mean -1.2065, variance 1.6078, skewness 0.2935
F2: mean -1.7711, variance 0.8132, skewness 0.2241
F1(0) = 0.83191, F2(0) = 0.96937
Example: flat layer 40, droplet square side 20
Leading time: flat 80 tau, droplet 80 tau
Fluctuation scale: flat 4.3089 tau, droplet 6.8399 tau
Flat exact: mean 74.945 tau, s.d. 5.270 tau, skewness 0.3949
Flat from F1: mean 74.801 tau, s.d. 5.464 tau
Droplet exact: mean 68.361 tau, s.d. 5.681 tau, skewness 0.3447
Droplet from F2: mean 67.886 tau, s.d. 6.168 tau
Simulated flat growth (30000 runs): mean 74.967 tau, s.d. 5.264 tau, skewness 0.364
Simulated droplet (30000 runs): mean 68.358 tau, s.d. 5.683 tau
Half top eigenvalue (4000 matrices): mean 74.889, s.d. 5.326
Completed by 80 tau: flat 0.8349, droplet 0.9714 (probabilities)
every check passed
```
